# Intrinsic coercive field from a homogeneous quartic switching barrier in hafnia: a numerical check

```python
"""Intrinsic coercive field of a homogeneous quartic double well.

Result under test: E_c = 8 D / (3 sqrt(3) P0), with D = w / V.
w  : barrier per formula unit (f.u.), from P = +-P0 up to P = 0
V  : volume per formula unit
P0 : polarization at the minima (half the change along the path)
u(P) = A P^2 + B P^4 is the energy density at zero field;
in a field E the function G = u - E P is minimized.
"""
import numpy as np
from scipy.constants import e, epsilon_0, k
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

barrier_mev = 80.0
volume_a3 = 34.0
P0 = 0.5
MV_PER_CM = 1.0e8  # in V/m

volume = volume_a3 * 1e-30
barrier = barrier_mev * 1e-3 * e
D = barrier / volume

# Quartic coefficients from the two defining conditions
A, B = np.linalg.solve(
    np.array([[2 * P0, 4 * P0**3], [P0**2, P0**4]]),
    np.array([0.0, -D]))
assert np.isclose(A, -2 * D / P0**2, rtol=1e-10)
assert np.isclose(B, D / P0**4, rtol=1e-10)


def slope(P):
    return 2 * A * P + 4 * B * P**3


def stationary_points(field):
    roots = np.roots([4 * B, 0.0, 2 * A, -field])
    return np.sort(roots[np.abs(roots.imag) < 1e-7 * P0].real)


# Coercive field from the definition: the negative well disappears
low, high = 0.0, 10 * D / P0
assert len(stationary_points(low)) == 3
assert len(stationary_points(high)) == 1
for _ in range(80):
    middle = 0.5 * (low + high)
    if len(stationary_points(middle)) == 3:
        low = middle
    else:
        high = middle
E_numeric = 0.5 * (low + high)
E_c = 8 * D / (3 * np.sqrt(3) * P0)
assert np.isclose(E_numeric, E_c, rtol=1e-6)

# Polarization at the limit and in the state reached afterwards
points = stationary_points(E_numeric * (1 - 1e-10))
P_limit = 0.5 * (points[0] + points[1])
P_after = points[2]
assert np.isclose(P_limit, -P0 / np.sqrt(3), rtol=1e-4)
assert np.isclose(P_after, 2 * P0 / np.sqrt(3), rtol=1e-4)


# Overdamped relaxation from the negative well, in reduced time
def relaxed_polarization(field):
    def rate(t, p):
        return (field - slope(P0 * p)) * P0 / D
    run = solve_ivp(rate, (0, 200), [-1.0], method="LSODA",
                    rtol=1e-8, atol=1e-10)
    assert run.success
    return P0 * run.y[0, -1]


P_below = relaxed_polarization(0.99 * E_c)
P_above = relaxed_polarization(1.01 * E_c)
assert P_below < 0 < P_above

# Susceptibility of the switching mode from the finite-field response
probe = 1e5
response = (stationary_points(probe)[2]
            - stationary_points(-probe)[2]) / (2 * probe)
chi = response / epsilon_0
assert np.isclose(chi, P0**2 / (8 * epsilon_0 * D), rtol=1e-5)

# Shape dependence at equal barrier and equal P0, in units of D/P0
p = np.linspace(0, 1, 20001)
quartic_factor = np.max(-slope(P0 * p)) * P0 / D
sextic = np.polynomial.Polynomial([1, 0, -1, 0, -1, 0, 1])
assert np.isclose(sextic(0) - sextic(1), 1.0)
assert np.isclose(sextic.deriv()(1.0), 0.0)
sextic_factor = np.max(-sextic.deriv()(p))


def flank(x):
    """Unnormalized downhill slope of a nearly straight flank."""
    return 1 - (2 * x - 1)**8


straight_factor = np.max(flank(p)) / quad(flank, 0, 1)[0]
assert np.isclose(quartic_factor, E_c * P0 / D, rtol=1e-6)
assert min(quartic_factor, sextic_factor, straight_factor) > 1


# Remaining barrier per formula unit, in eV
def remaining_barrier(field):
    well, top, _ = stationary_points(field)
    g_well = A * well**2 + B * well**4 - field * well
    g_top = A * top**2 + B * top**4 - field * top
    return (g_top - g_well) * volume / e


law_prefactor = 32 * np.sqrt(6) / 81
for gap in (1e-3, 5e-3):
    law = barrier / e * law_prefactor * gap**1.5
    assert np.isclose(remaining_barrier((1 - gap) * E_c), law, rtol=0.01)

# Coherent cube: field at which its total barrier is the target value
edge = 10e-9
units_in_cube = edge**3 / volume
target_ev = 1.0
E_thermal = brentq(
    lambda f: units_in_cube * remaining_barrier(f) - target_ev,
    0.5 * E_c, 0.9999 * E_c)
assert 0.98 * E_c < E_thermal < E_c
low_field = 1.0 * MV_PER_CM
left_low = remaining_barrier(low_field)
temperature = 300.0

# Consistent and inconsistent use of a cell with four formula units
cell_units = 4
D_cell = cell_units * barrier / (cell_units * volume)
D_mixed = cell_units * barrier / volume
assert np.isclose(D_cell, D)
E_mixed = E_c * D_mixed / D

print(f"barrier w = {barrier_mev:.1f} meV per f.u.")
print(f"volume V = {volume_a3:.1f} cubic angstrom per f.u.")
print(f"polarization P0 = {P0:.3f} C/m^2")
print(f"barrier w = {barrier:.5e} J per f.u.")
print(f"barrier density D = {D:.5e} J/m^3")
print(f"coefficient A = {A:.5e} J m/C^2")
print(f"coefficient B = {B:.5e} J m^5/C^4")
print(f"mean-slope field D/P0 = {D / P0 / MV_PER_CM:.3f} MV/cm")
print(f"quartic factor 8/(3 sqrt 3) = {8 / (3 * np.sqrt(3)):.5f}")
print(f"E_c from formula = {E_c / MV_PER_CM:.3f} MV/cm")
print(f"E_c from root count = {E_numeric / MV_PER_CM:.3f} MV/cm")
print(f"E_c from formula = {E_c:.4e} V/m")
print(f"voltage across 10 nm at E_c = {E_c * 10e-9:.2f} V")
print(f"P where the well vanishes = {P_limit:.4f} C/m^2")
print(f"P after switching, field held at E_c = {P_after:.4f} C/m^2")
print(f"relaxed P at 0.99 E_c = {P_below:.4f} C/m^2")
print(f"relaxed P at 1.01 E_c = {P_above:.4f} C/m^2")
print(f"switching-mode susceptibility = {chi:.2f} (dimensionless)")
print(f"slope factor, quartic = {quartic_factor:.3f}")
print(f"slope factor, sextic (1-p^2)^2 (1+p^2) = {sextic_factor:.3f}")
print(f"slope factor, nearly straight flank = {straight_factor:.3f}")
print(f"field, sextic = {sextic_factor * D / P0 / MV_PER_CM:.2f} MV/cm")
print("field, nearly straight flank = "
      f"{straight_factor * D / P0 / MV_PER_CM:.2f} MV/cm")
print(f"3/2-law prefactor = {law_prefactor:.4f}")
print(f"cube edge = {edge * 1e9:.1f} nm")
print(f"formula units in cube = {units_in_cube:.0f}")
print(f"cube barrier at zero field = {units_in_cube * barrier / e:.0f} eV")
print(f"chosen low field = {low_field / MV_PER_CM:.1f} MV/cm")
print(f"barrier left at low field = {left_low * 1e3:.1f} meV per f.u.")
print(f"cube barrier at low field = {units_in_cube * left_low:.0f} eV")
print(f"target cube barrier = {target_ev:.1f} eV")
print(f"thermal energy at 300 K = {k * temperature / e * 1e3:.2f} meV")
print(f"field for target barrier = {E_thermal / MV_PER_CM:.3f} MV/cm")
print(f"its reduction below E_c = {100 * (1 - E_thermal / E_c):.2f} percent")
print(f"field from mixed cell and f.u. data = {E_mixed / MV_PER_CM:.1f} MV/cm")
print("all tests passed")
```

It prints:

```
barrier w = 80.0 meV per f.u.
volume V = 34.0 cubic angstrom per f.u.
polarization P0 = 0.500 C/m^2
barrier w = 1.28174e-20 J per f.u.
barrier density D = 3.76983e+08 J/m^3
coefficient A = -3.01586e+09 J m/C^2
coefficient B = 6.03172e+09 J m^5/C^4
mean-slope field D/P0 = 7.540 MV/cm
quartic factor 8/(3 sqrt 3) = 1.53960
E_c from formula = 11.608 MV/cm
E_c from root count = 11.608 MV/cm
E_c from formula = 1.1608e+09 V/m
voltage across 10 nm at E_c = 11.61 V
P where the well vanishes = -0.2887 C/m^2
P after switching, field held at E_c = 0.5774 C/m^2
relaxed P at 0.99 E_c = -0.3119 C/m^2
relaxed P at 1.01 E_c = 0.5780 C/m^2
switching-mode susceptibility = 9.36 (dimensionless)
slope factor, quartic = 1.540
slope factor, sextic (1-p^2)^2 (1+p^2) = 1.772
slope factor, nearly straight flank = 1.125
field, sextic = 13.36 MV/cm
field, nearly straight flank = 8.48 MV/cm
3/2-law prefactor = 0.9677
cube edge = 10.0 nm
formula units in cube = 29412
cube barrier at zero field = 2353 eV
chosen low field = 1.0 MV/cm
barrier left at low field = 69.7 meV per f.u.
cube barrier at low field = 2049 eV
target cube barrier = 1.0 eV
thermal energy at 300 K = 25.85 meV
field for target barrier = 11.541 MV/cm
its reduction below E_c = 0.58 percent
field from mixed cell and f.u. data = 46.4 MV/cm
all tests passed
```
